\section*{Steady NO density from N atoms and O2 at two temperatures}

\section*{Question}

I am stuck on an exercise about the gas downstream of a nitrogen plasma to which a little oxygen is added. Two reactions are given:
\begin{align}
\mathrm{N}+\mathrm{O_2}&\to\mathrm{NO}+\mathrm{O}, & k_1&=1.5\times10^{-14}\,(T/\mathrm{K})\,e^{-3270\,\mathrm{K}/T}\ \mathrm{cm^3/s},\\
\mathrm{N}+\mathrm{NO}&\to\mathrm{N_2}+\mathrm{O}, & k_2&=3\times10^{-11}\ \mathrm{cm^3/s}.
\end{align}
The coefficients are said to be rough typical values. The pressure is 1 Torr, and N and O$_2$ each make up 1\% of the gas. I am to show that the steady NO density does not depend on the N density, and to evaluate NO/O$_2$ at 300 and 1000 K.

This puzzles me. N atoms make the NO, so more N should give more NO. And if N really drops out, the answer should hold with no N at all, where no NO can be made. What am I missing, and how far can I trust the result in a real reactor?

\section*{Answer}

\subsection*{The balance}

Write $N$, $Q$ and $Y$ for the densities of N, O$_2$ and NO in cm$^{-3}$, with N in its electronic ground state. Take the gas as uniform, and let $Q$ be the O$_2$ density actually present where the reactions occur. The first reaction makes NO at the rate $k_1NQ$ and the second removes it at the rate $k_2NY$, so
\begin{equation}
\frac{dY}{dt}=k_1NQ-k_2NY=N\,(k_1Q-k_2Y).
\label{balance}
\end{equation}
In a steady state the left side is zero. If $N>0$ we may divide by $N$, which leaves $k_1Q=k_2Y$, or
\begin{equation}
\frac{Y}{Q}=r,\qquad r\equiv\frac{k_1}{k_2}.
\label{ratio}
\end{equation}
More N does make NO faster, as you say, but it destroys NO faster by the same factor. The two effects cancel because source and loss are both of first order in $N$.

The division also answers your second objection. For $N=0$ the right side of (\ref{balance}) vanishes whatever $Y$ is. Every NO density is then steady and none is selected: NO present at the start stays, and if there was none, none appears. The correct statement is that $Y$ is independent of $N$ for $N>0$ at given local $Q$.

\subsection*{What the N density does control}

Let $Q$ be held constant and define the dose $s=\int_0^t N\,dt'$, so that $ds=N\,dt$. Dividing (\ref{balance}) by $N$ gives
\begin{equation}
\frac{dY}{ds}=k_1Q-k_2Y=-k_2\,(Y-rQ).
\end{equation}
Since $rQ$ is constant, $Y-rQ$ decays as $e^{-k_2s}$. Starting from $Y=0$,
\begin{equation}
Y=rQ\left(1-e^{-k_2s}\right).
\label{approach}
\end{equation}
This holds for any time dependence of $N$, so a pulsed N source leads to the same plateau once the dose is large compared with $1/k_2$. For constant $N$ we have $s=Nt$, and 99\% of the plateau is reached when $e^{-k_2Nt}=0.01$:
\begin{equation}
t_{99}=\frac{\ln 100}{k_2N}.
\end{equation}
Halving $N$ doubles this time and leaves the plateau where it was. As $N\to0$ the time grows without limit, which connects (\ref{ratio}) with the case $N=0$.

\subsection*{The numbers}

At 300 K,
\begin{align}
k_1&=1.5\times10^{-14}\times300\times e^{-10.9}=8.3\times10^{-17}\ \mathrm{cm^3/s},\\
\frac{Y}{Q}&=\frac{8.3\times10^{-17}}{3\times10^{-11}}=2.8\times10^{-6}.
\end{align}
At 1000 K,
\begin{align}
k_1&=1.5\times10^{-14}\times1000\times e^{-3.27}=5.7\times10^{-13}\ \mathrm{cm^3/s},\\
\frac{Y}{Q}&=\frac{5.7\times10^{-13}}{3\times10^{-11}}=0.019.
\end{align}

For absolute densities we need the gas density $n=p/(k_BT)$. At 1 Torr it is $3.22\times10^{16}$ cm$^{-3}$ at 300 K and $9.66\times10^{15}$ cm$^{-3}$ at 1000 K. One percent of this is both $N$ and $Q$, so
\begin{align}
300\ \mathrm{K}:\quad Y&=2.77\times10^{-6}\times3.22\times10^{14}=8.9\times10^{8}\ \mathrm{cm^{-3}},\\
1000\ \mathrm{K}:\quad Y&=0.0190\times9.66\times10^{13}=1.8\times10^{12}\ \mathrm{cm^{-3}}.
\end{align}
The times $t_{99}$ are 0.48 ms and 1.6 ms. The hot gas takes longer because, at fixed pressure and fixed N fraction, it contains fewer N atoms per cm$^3$.

As a check, I integrated the two-reaction network numerically at both temperatures with N at 0.1, 1 and 5\% of the gas, starting either without NO or with 0.1\% NO. With N and O$_2$ held constant, every run ended at $k_1/k_2$ to within one part in $10^5$.

\subsection*{Why the ratio rises so steeply}

With constant $k_2$, $\ln r=\mathrm{const}+\ln T-\theta/T$, where $\theta=3270$ K. Hence
\begin{equation}
\frac{d\ln r}{dT}=\frac1T+\frac{\theta}{T^2}=\frac{\theta+T}{T^2},
\end{equation}
and between the two temperatures
\begin{equation}
\frac{r(1000\ \mathrm{K})}{r(300\ \mathrm{K})}=\frac{1000}{300}\exp\left[3270\left(\frac1{300}-\frac1{1000}\right)\right]\approx6.9\times10^3 .
\end{equation}
Most of this comes from the exponential: the first reaction has to overcome a barrier, while the second is given no temperature dependence here.

The slope also shows how well the temperature must be known. An increase of 10 K raises the ratio by 47\% at 300 K, but by 4\% at 1000 K.

The rate data matter too. Another rough set, $k_1=1.5\times10^{-11}e^{-3600\,\mathrm{K}/T}$ and $k_2=2.1\times10^{-11}e^{100\,\mathrm{K}/T}$ cm$^3$/s, gives $3.1\times10^{-6}$ and 0.018. The difference between the two sets is not an error bar, but the two differ by 14\% at 300 K and 7\% at 1000 K, so even the second digit is uncertain.

\subsection*{If the oxygen is not replenished}

The first reaction consumes O$_2$, so a constant $Q$ needs a supply. Suppose there is none, while N is maintained. Then $dQ/ds=-k_1Q$, so $Q=Q_0e^{-k_1s}$. Put this into $dY/ds+k_2Y=k_1Q$ and multiply by $e^{k_2s}$:
\begin{equation}
\frac{d}{ds}\left(Ye^{k_2s}\right)=k_1Q_0\,e^{(k_2-k_1)s}.
\end{equation}
Integrating from $Y(0)=0$ and multiplying by $e^{-k_2s}$ gives
\begin{equation}
Y=\frac{k_1Q_0}{k_2-k_1}\left(e^{-k_1s}-e^{-k_2s}\right),
\label{batch}
\end{equation}
and division by $Q$ gives
\begin{equation}
\frac YQ=\frac{k_1}{k_2-k_1}\left[1-e^{-(k_2-k_1)s}\right].
\end{equation}
For $k_1<k_2$ the late ratio is $k_1/(k_2-k_1)=r/(1-r)$. It is still independent of $N$, although $Y$ and $Q$ now both decay. At 1000 K it is 0.0194 instead of 0.0190. At 300 K the change is invisible. Thus (\ref{ratio}) remains a good approximation without an O$_2$ supply if $k_1\ll k_2$ and the dose is large compared with $1/k_2$, because NO then adjusts much faster than O$_2$ disappears.

\subsection*{If the nitrogen atoms run out}

N atoms are consumed as well. In a closed batch with initial N density $N_0$, the first reaction has occurred $Q_0-Q$ times per cm$^3$. Of the NO made, $Y$ is left, so the second reaction has occurred $Q_0-Q-Y$ times. Each event uses one N atom. For $N_0<2Q_0$ the N atoms run out before the O$_2$ does, and at that point
\begin{equation}
N_0=2(Q_0-Q)-Y=2Q_0\left(1-e^{-k_1s}\right)-Y(s),
\end{equation}
with $Y(s)$ from (\ref{batch}). This fixes the final dose.

For $k_1s\ll1$ and $r\ll1$, set $x=k_2s$. Then $1-e^{-k_1s}\approx rx$ and $Y\approx rQ_0(1-e^{-x})$, so
\begin{equation}
\frac{N_0}{Q_0}\approx r\left(2x-1+e^{-x}\right).
\end{equation}
Take 1000 K and $N_0/Q_0=0.01$. The bracket must equal $0.01/0.019=0.53$, which gives $x\approx0.44$, and NO stops at $1-e^{-0.44}\approx0.36$ of the plateau ratio. The full equations also give 0.36. Here the final NO does depend on the amount of N, because the steady state was never reached. Setting $x=\ln100$ shows that reaching 99\% takes $N_0\approx8rQ_0$ in this approximation. Your mixture, with $N_0=Q_0$, has more than enough at both temperatures.

\subsection*{If NO has another way out}

Pumping and wall reactions also remove NO. I take their rate as $\nu Y$ with $\nu$ independent of $N$, and leave out any NO formed on the wall. With local $Q$ given, the steady balance becomes
\begin{equation}
k_1NQ=(k_2N+\nu)Y
\quad\Rightarrow\quad
\frac YQ=\frac{r}{1+\nu/(k_2N)}.
\label{loss}
\end{equation}
For $N\gg\nu/k_2$ we recover $r$. For $N\ll\nu/k_2$ we get $Y\approx k_1NQ/\nu$, proportional to $N$, which is the behaviour you expected at first. The crossover, where the ratio is halved, lies at $N=\nu/k_2$.

To size $\nu$, take a pumping rate $\nu_p=10$ s$^{-1}$ and a long tube of radius $R=2$ cm. An NO molecule must diffuse to the wall and then react there. Adding the two times gives the estimate
\begin{equation}
\frac1{\nu_w}\approx\frac{(R/2.405)^2}{D}+\frac{R\,(2-\gamma)}{\bar v\,\gamma}.
\end{equation}
The first term is the lifetime of the slowest radial diffusion mode with an absorbing wall. The second is the volume per wall area, $R/2$, divided by the surface loss velocity $\gamma\bar v/[2(2-\gamma)]$. Here $\bar v$ is the mean thermal speed and $\gamma$ the loss probability per wall hit. I use a rough $D=150$ cm$^2$/s at 300 K, scaled as $T^{1.75}$.

With an assumed $\gamma=10^{-3}$, the crossover is at $7.0\times10^{11}$ cm$^{-3}$ at 300 K and $1.0\times10^{12}$ cm$^{-3}$ at 1000 K. Your N densities are far above this, and the ratio falls by 0.2\% and 1\%. With a fully absorbing wall, $\gamma=1$, the same estimate gives 2\% and 37\%, but it is then unreliable. It assumes that NO spreads over the tube before it reacts, whereas here the reaction with N is faster. NO is then depleted mainly in a layer at the wall of thickness about $\sqrt{D/(k_2N)}$, which is 0.12 cm at 300 K and 0.65 cm at 1000 K. Solving the radial diffusion equation with uniform N and O$_2$, and with the surface loss velocity $\bar v/2$ that belongs to $\gamma=1$ as wall condition, shows that the ratio averaged over the cross-section falls by about 12\% at 300 K and 51\% at 1000 K, where diffusion is faster and N less dense.

\subsection*{Ratio and density in a flow reactor}

There is a further trap in the words ``NO density''. Consider a well-stirred reactor at 1000 K whose feed contains 1\% O$_2$, with $N$ held fixed and NO lost by pumping and reaction with N, but not at the wall. The O$_2$ balance is
\begin{equation}
\nu_p(Q_{\rm in}-Q)=k_1NQ
\quad\Rightarrow\quad
\frac{Q}{Q_{\rm in}}=\frac{\nu_p}{\nu_p+k_1N}.
\end{equation}
With $\nu_p=10$ s$^{-1}$, raising N from 0.1 to 1\% of the gas lowers the surviving O$_2$ from 64 to 15\% of the feed. The ratio $Y/Q$ hardly moves, from 0.0184 to 0.0189, yet the NO density drops from $1.1\times10^{12}$ to $2.8\times10^{11}$ cm$^{-3}$. In this regime the ratio is the robust quantity; the density also follows the local O$_2$ density, which $N$ itself lowers. To have 1\% O$_2$ locally, as in your exercise, with 1\% N, this reactor would need about $1/0.154=6.5$\% O$_2$ in the feed. Holding N fixed also has a price, since each O$_2$ consumed uses up about two N atoms: to keep 1\% N, the plasma must supply N atoms amounting to about 2.7\% of the gas throughput for the 1\% feed and about 12\% for the 6.5\% feed.

\subsection*{Other sources of NO}

An additional source that is also proportional to $N$ changes the ratio without spoiling the cancellation. For N + O + M $\to$ NO + M, with coefficient $k_3$ and M any gas particle,
\begin{equation}
\frac YQ=\frac{k_1+k_3n[\mathrm O]/Q}{k_2}.
\end{equation}
This is independent of $N$ if $n$ and $[\mathrm O]/Q$ are fixed. With a rough $k_3=10^{-32}$ cm$^6$/s and an assumed $[\mathrm O]/Q=0.1$, the ratio at 300 K rises by 39\%, to $3.8\times10^{-6}$. At 1000 K the change is negligible. The stirred reactor above contains far more O, with $[\mathrm O]/Q\approx11$ at 1\% N if O is lost only by pumping, but even then this source raises the ratio by only about 0.2\%.

Metastable N($^2$D) atoms are a more serious concern. They react with O$_2$ to give NO with a coefficient of very roughly $k_D=5\times10^{-12}$ cm$^3$/s. This source equals the ground-state one when
\begin{equation}
\frac{[\mathrm N(^2\mathrm D)]}{N}=\frac{k_1}{k_D}=
\begin{cases}1.7\times10^{-5}&\text{at 300 K},\\0.11&\text{at 1000 K}.\end{cases}
\end{equation}
At 300 K the ground-state reaction is so slow that a tiny metastable fraction doubles the NO. If that fraction changes with $N$, the independence is lost as well.

Some other reactions can be dropped here. With the same assumed $[\mathrm O]/Q$, loss through NO + O + M $\to$ NO$_2$ + M, taken with a rough $10^{-31}$ cm$^6$/s, is about $10^{-5}$ of the loss to N at 300 K. For this $[\mathrm O]/Q$ and your 1\% of N and O$_2$, the thermal reverses of your two reactions contribute less than $10^{-6}$ of the corresponding kept rates at 1000 K, even at a gas-kinetic $3\times10^{-10}$ cm$^3$/s reduced only by the Boltzmann factor of their rough endothermicities, 1.4 and 3.3 eV. That estimate does not cover vibrationally excited N$_2$.

\subsection*{How this compares with a real reactor}

A pressure of 1 Torr and an N fraction of about a percent are reasonable rough values for a remote nitrogen plasma. A uniform 1000 K is less typical of the downstream region, where the gas cools towards the walls. Uniformity is then the assumption to question. At 1000 K the diffusion time $(R/2.405)^2/D$ is about 0.6 ms, while the chemical lifetime of NO, $1/(k_2N)$, is about 0.35 ms. NO made in a hot core can therefore reach cooler gas before it reacts, and the local ratio there need not equal $k_1/k_2$ at the local temperature. As an illustration, take a parabolic temperature profile from 1000 K on the axis to 300 K at a wall that does not remove NO, with N and O$_2$ at 1\% everywhere. The radial diffusion equation then puts the ratio about 45\% below the local $k_1/k_2$ on the axis and more than 100 times above it at the wall. At 300 K transport matters less, but the neglected NO sources matter more. I would treat 0.019 as a fair estimate for hot, uniform gas with plenty of N, and $2.8\times10^{-6}$ as the contribution of ground-state N + O$_2$ alone, which other sources can easily exceed. The numerical check contains the assumed coefficients, and its output lists the main results.

\section*{Numbers as computed}
\begin{verbatim}
Pressure: 1 Torr
Local N fraction of gas: 1 %
Local O2 fraction of gas: 1 %
k2, both temperatures: 3e-11 cm^3/s
300 K, gas density: 3.219e+16 cm^-3
300 K, k1: 8.306e-17 cm^3/s
300 K, steady NO/O2: 2.769e-06
300 K, steady NO density: 8.912e+08 cm^-3
300 K, time to 99% of plateau: 0.4769 ms
300 K, late NO/O2 without O2 supply: 2.769e-06
300 K, NO/O2 from second rough rate set: 3.145e-06
300 K, factor in NO/O2 for +10 K: 1.469
300 K, NO/O2 factor, pump + weak wall: 0.9978
300 K, N density halving NO/O2, weak wall: 6.976e+11 cm^-3
300 K, NO/O2 factor, pump + absorbing wall: 0.9772
300 K, NO/O2 factor with N+O+M source: 1.388
300 K, N(2D)/N that doubles the source: 1.661e-05
1000 K, gas density: 9.656e+15 cm^-3
1000 K, k1: 5.701e-13 cm^3/s
1000 K, steady NO/O2: 0.019
1000 K, steady NO density: 1.835e+12 cm^-3
1000 K, time to 99% of plateau: 1.59 ms
1000 K, late NO/O2 without O2 supply: 0.01937
1000 K, NO/O2 from second rough rate set: 0.01766
1000 K, factor in NO/O2 for +10 K: 1.043
1000 K, NO/O2 factor, pump + weak wall: 0.9895
1000 K, N density halving NO/O2, weak wall: 1.026e+12 cm^-3
1000 K, NO/O2 factor, pump + absorbing wall: 0.6273
1000 K, NO/O2 factor with N+O+M source: 1
1000 K, N(2D)/N that doubles the source: 0.114
NO/O2 at 1000 K over that at 300 K: 6864
Reactor 1000 K, N 0.1%, O2 left: 64.49 % of feed
Reactor 1000 K, N 0.1%, NO/O2: 0.01837
Reactor 1000 K, N 0.1%, NO density: 1.144e+12 cm^-3
Reactor 1000 K, N 1.0%, O2 left: 15.37 % of feed
Reactor 1000 K, N 1.0%, NO/O2: 0.01894
Reactor 1000 K, N 1.0%, NO density: 2.811e+11 cm^-3
Batch 1000 K, initial N/O2: 0.01
Batch 1000 K, final NO/O2 over k1/k2: 0.3594
300 K, NO+O+M loss over N+NO loss: 1.073e-05
1000 K, bound on NO+O loss over N+NO loss: 8.797e-08
1000 K, bound on N2+O source over N+O2 source: 1.23e-13
\end{verbatim}
